# Backward-volume spin waves carry energy away from their antenna

To calculate the signal at a receiver 5 mm to the right of a spin-wave antenna, one must first choose the sign of $k$ in $e^{i(kz-\omega t)}$. In a film magnetized along the propagation direction, at wavelengths long enough for exchange to be negligible but far shorter than the electromagnetic wavelength at the same frequency, choosing positive $k$ on the right gives a signal that arrives before it is sent and grows as it travels through a lossy film. For the film worked out below, the delay comes out as −247 ns instead of +247 ns.

## The belief and its appeal

The belief is this: a backward-volume wave has a negative group velocity, group velocity is the velocity of energy, and so the energy runs back toward the antenna.

Two of its ingredients are sound. The frequency of these waves does fall as the wavenumber rises, so $d\omega/dk$ is negative for $k>0$. Someone watching the crests to the right of the antenna would also see them moving left, toward the source. The error lies in joining the two facts. A negative $d\omega/dk$ at positive $k$ says that energy moves opposite to the crests. It does not say where the antenna is, nor that the antenna sends positive $k$ to the right.

## Energy in a magnetized film

Take an insulating film of thickness $d$, wide and long, with normal $y$. A field $H_0$ along $z$, in the film plane, saturates it to magnetization $M_s$. The wave is uniform along $x$ and travels along $z$, parallel to the magnetization. Exchange and damping are set aside until later.

Write the magnetization as $M_s\hat z+\mathbf m$ and the field as $H_0\hat z+\mathbf h$, with $\mathbf m$ and $\mathbf h$ small. To first order $m_z=0$, because the length of the magnetization is fixed. The torque equation $\partial_t\mathbf M=-\gamma\mu_0\mathbf M\times\mathbf H$, with $\gamma>0$, becomes

$$\partial_t\mathbf m=-\gamma\mu_0\,\hat z\times(M_s\mathbf h-H_0\mathbf m).$$

The cross product makes $\partial_t\mathbf m$ perpendicular to the bracket. Their scalar product therefore vanishes, which gives

$$\mathbf h\cdot\partial_t\mathbf m=\frac{H_0}{M_s}\,\mathbf m\cdot\partial_t\mathbf m=\partial_t\!\left(\frac{H_0m^2}{2M_s}\right).$$

The wavelength is taken to be much shorter than that of an electromagnetic wave of the same frequency. Then $\nabla\times\mathbf h\approx0$ and $\mathbf h=-\nabla\psi$. With $\mathbf b=\mu_0(\mathbf h+\mathbf m)$ and $\nabla\cdot\mathbf b=0$,

$$\nabla\cdot(\psi\,\partial_t\mathbf b)=\nabla\psi\cdot\partial_t\mathbf b=-\mu_0\mathbf h\cdot\partial_t\mathbf h-\mu_0\mathbf h\cdot\partial_t\mathbf m .$$

Both terms on the right are time derivatives, so this is a conservation law, $\partial_tu+\nabla\cdot\mathbf S=0$, with

$$u=\frac{\mu_0h^2}{2}+\frac{\mu_0H_0m^2}{2M_s},\qquad \mathbf S=\psi\,\partial_t\mathbf b .$$

The first part of $u$ is stray-field energy. The second is the cost of tilting the magnetization away from $H_0$. Neither can be negative, so a reversed flux cannot be explained away as negative energy moving forward.

This $\mathbf S$ is not the usual $\mathbf E\times\mathbf h$, but it gives the same total power. From $\nabla\times\mathbf E=-\partial_t\mathbf b$,

$$\nabla\times(\psi\mathbf E)=-\mathbf h\times\mathbf E-\psi\,\partial_t\mathbf b=\mathbf E\times\mathbf h-\mathbf S .$$

For fields uniform along $x$, the $z$ component of the left side is $-\partial_y(\psi E_x)$. It integrates to zero over $y$, because $\psi E_x$ is continuous at the surfaces and vanishes far from the film.

Now let $\psi=\varphi(y)\cos(kz-\omega t)$. Since $m_z=0$,

$$b_z=-\mu_0\partial_z\psi=\mu_0k\varphi\sin(kz-\omega t),\qquad \partial_tb_z=-\mu_0\omega k\varphi\cos(kz-\omega t).$$

Multiplying by $\psi$ and averaging over a period, where $\cos^2$ gives one half,

$$\langle S_z\rangle=-\tfrac12\mu_0\,\omega k\,\varphi^2(y).$$

For $\omega>0$ this flux is opposite to $k$ at every height where $\varphi\neq0$, inside the film and outside it. The profile $\varphi$ has not been specified, so the total power is opposite to $k$ for each guided mode of this model. The local direction depends on which form of the flux is used: outside the film, $\mathbf E\times\mathbf h$ points along $k$, but a larger opposite flux inside gives the same total. Crests move along $k$; the net flow of energy is against it.

## The dispersion relation and its slope

With $\omega_H=\gamma\mu_0H_0$ and $\omega_M=\gamma\mu_0M_s$, and with $h_x=0$, the torque equation reads in components

$$\partial_tm_x=\omega_Mh_y-\omega_Hm_y,\qquad \partial_tm_y=\omega_Hm_x .$$

Differentiating the second and inserting the first gives $(\omega_H^2-\omega^2)m_y=\omega_H\omega_Mh_y$. Define $N$ by $h_y=-Nm_y$, so that $N$ acts as a demagnetizing factor. Then

$$\omega^2=\omega_H^2+\omega_H\omega_MN .$$

Inside the film $b_y=\mu_0(1-1/N)h_y$, and $\nabla\cdot\mathbf b=0$ becomes $(1-1/N)\varphi''=k^2\varphi$. For $0<N<1$ the solutions oscillate across the thickness. The lowest mode has $\varphi=\sin qy$, with

$$q^2\left(\frac1N-1\right)=k^2,\qquad N=\frac{q^2}{q^2+k^2}.$$

Above the film $\varphi=\sin\theta\,e^{-|k|(y-d/2)}$, where $\theta=qd/2$. This already makes $\varphi$ continuous. Continuity of $b_y$ requires $(k^2/q)\cos\theta=|k|\sin\theta$, since $1-1/N=-k^2/q^2$ and $h_y=-q\cos\theta$ just inside. Hence

$$\tan\theta=\frac{|k|}{q},\qquad |k|d=2\theta\tan\theta,\qquad N=\cos^2\theta,\qquad 0<\theta<\frac{\pi}{2}.$$

As $|k|$ grows, $\theta$ grows and $N$ falls, so the frequency falls. For the slope, use

$$\frac{dN}{d\theta}=-2\sin\theta\cos\theta,\qquad \frac{d|k|}{d\theta}=\frac2d\left(\tan\theta+\frac{\theta}{\cos^2\theta}\right)=\frac{2(\theta+\sin\theta\cos\theta)}{d\cos^2\theta}.$$

Their ratio is $dN/d|k|$, and $2\omega\,d\omega=\omega_H\omega_M\,dN$, so

$$\frac{d\omega}{d|k|}=-\frac{\omega_H\omega_Md}{2\omega}\,\frac{\sin\theta\cos^3\theta}{\theta+\sin\theta\cos\theta}.$$

For $|k|d\to0$ the last fraction tends to $1/2$ and the speed to $\omega_H\omega_Md/4\omega$. For $|k|d\to\infty$, $\theta\to\pi/2$, $\omega\to\omega_H$ and the speed tends to zero. The second limit is cut off by exchange.

## Group velocity is the energy velocity

The slope and the flux can be tied together directly. Let $m_y=\mu(y)\cos(kz-\omega t)$, with $\mu=\varphi'/N$ inside the film and zero outside. Then $m_x=\partial_tm_y/\omega_H$ has amplitude $\omega\mu/\omega_H$.

For the stray-field energy, $\nabla\cdot\mathbf b=0$ reads $(\varphi'-\mu)'=k^2\varphi$. Multiply by $\varphi$ and integrate by parts over all $y$:

$$\int(\varphi'^2+k^2\varphi^2)\,dy=\int\varphi'\mu\,dy=N\int\mu^2dy .$$

Averaging $u$ over a period, with $H_0/M_s=\omega_H/\omega_M$, gives the energy per unit film area:

$$U=\frac{\mu_0}{4}\left[N+\frac{\omega_H}{\omega_M}\left(1+\frac{\omega^2}{\omega_H^2}\right)\right]\int\mu^2dy=\frac{\mu_0\omega^2}{2\omega_H\omega_M}\int\mu^2dy .$$

The last step uses $N=(\omega^2-\omega_H^2)/(\omega_H\omega_M)$. The power per unit width is $P=-\tfrac12\mu_0\omega k\int\varphi^2dy$, so

$$\frac PU=-\frac{\omega_H\omega_M}{\omega}\,\frac{k\int\varphi^2dy}{\int\mu^2dy}.$$

For the lowest mode, the film contributes $(\theta-\sin\theta\cos\theta)/q$ to $\int\varphi^2dy$. The two outside regions contribute $\sin^2\theta/|k|=\sin\theta\cos\theta/q$. The total is $\theta/q=d/2$. Likewise $\int\mu^2dy=q(\theta+\sin\theta\cos\theta)/\cos^4\theta$. Inserting both, with $|k|/q=\tan\theta$, reproduces the slope above for $k>0$ and its negative for $k<0$. Thus $P/U=d\omega/dk=v_g$.

## Which wave the antenna sends

Both signs of $k$ solve the film equations. A small damping decides which one belongs on each side. Gilbert damping adds $\alpha\hat z\times\partial_t\mathbf m$ to the torque equation. Since $\partial_t\to-i\omega$, this amounts to replacing $\omega_H$ by $\omega_H-i\alpha\omega$.

At fixed real $k$ the frequency then shifts by $\delta\omega$, where to first order in $\alpha$

$$2\omega\,\delta\omega=(2\omega_H+\omega_MN)(-i\alpha\omega),\qquad \delta\omega=-i\Gamma,\qquad \Gamma=\alpha\left(\omega_H+\tfrac12\omega_MN\right).$$

An antenna driven steadily fixes a real $\omega$ instead. The wavenumber must then shift so that $v_g\,\delta k-i\Gamma=0$, or

$$\delta k=\frac{i\Gamma}{v_g}.$$

To the right of the antenna, with no other source or reflector there, the wave must fade as $z$ increases. This needs $\mathrm{Im}\,k>0$, hence $v_g>0$, hence $k<0$. To the left, the same argument gives $v_g<0$ and $k>0$. Energy leaves on both sides, and crests approach on both sides.

A wave with $k>0$ can exist on the right, and it does carry energy toward the antenna. It has to come from something farther out, such as a reflecting edge.

## A 5 µm film

Take $\mu_0H_0=100$ mT, $\mu_0M_s=180$ mT, $d=5$ µm, $\alpha=10^{-4}$, $g=2$ and a wavelength of 100 µm. Then $\omega_H/2\pi=2.799$ GHz, $\omega_M/2\pi=5.039$ GHz and $|k|d=0.3142$. Solving $2\theta\tan\theta=0.3142$ numerically gives $\theta=0.3863$ and $N=0.858$. The frequency is

$$\frac{\omega}{2\pi}=\sqrt{2.799^2+2.799\times5.039\times0.858}\ \text{GHz}=4.465\ \text{GHz}.$$

The phase speed is 4.465 GHz × 100 µm = 446.5 km/s. In the slope formula the prefactor $\omega_H\omega_Md/2\omega$ is 49.6 km/s and the fraction is 0.407, so the group speed is 20.2 km/s. Crests move 22 times faster than energy, in the opposite direction. In the integral of $\langle S_z\rangle$ over height, the fraction from outside the film is $\sin\theta\cos\theta/\theta$, about 90 %. That share belongs to this choice of $\mathbf S$; with $\mathbf E\times\mathbf h$ the total is the same but its distribution over height is different.

The delay over 5 mm is $5\ \text{mm}/(20.21\ \text{km/s})=247$ ns. The damping rate is $\Gamma=3.12$ µs⁻¹, so the amplitude decays over $20.21/3.12=6.48$ mm. At the receiver it has fallen to $e^{-5/6.48}=0.46$, a loss of 6.7 dB. The wrong sign of $k$ would make it grow by a factor of 2.2. It would also reverse the delay, because a pulse arrives when $d(kz-\omega t)/d\omega=0$, that is, at $t=z/v_g$.

A burst shows both motions at once. I computed the lowest mode's response, without damping, to a 4.465 GHz antenna field with a Gaussian envelope centred at 80 ns and a standard deviation of 20 ns. The torque equations were stepped in time for each wavenumber and the results summed to give $\mathbf m(z,t)$. The packet centre, weighted by $m^2$ on the right-hand side, lies at 2.425 mm at 200 ns and at 4.041 mm at 280 ns. Its velocity is

$$\frac{4.041-2.425}{80}\ \frac{\text{mm}}{\text{ns}}=+20.2\ \text{km/s}.$$

A crest followed from 200 ns moves by −88.8 µm in 0.2 ns, or −444 km/s, while the packet advances 4.0 µm. The expected crest shift is −89.3 µm; the difference is smaller than the 0.6 µm spacing at which the crest position was read. Crests enter at the packet's leading edge, run back through it and disappear at its trailing edge. They mark equal phase and carry no parcel of energy with them.

## Where the wave stops being backward

Exchange adds a field $l^2\nabla^2\mathbf m$, with $l^2=2A/(\mu_0M_s^2)$ and $A$ the exchange stiffness. The bracket in the torque equation gains $M_sl^2\nabla^2\mathbf m$, so $\mathbf h\cdot\partial_t\mathbf m$ gains

$$-l^2\nabla^2\mathbf m\cdot\partial_t\mathbf m=-l^2\sum_i\partial_i(\partial_i\mathbf m\cdot\partial_t\mathbf m)+\frac{l^2}{2}\,\partial_t\sum_i|\partial_i\mathbf m|^2 .$$

After multiplication by $\mu_0$, the last term is the rate of change of a positive exchange energy. The divergence supplies an additional flux $-\mu_0l^2\,\partial_z\mathbf m\cdot\partial_t\mathbf m$ along $z$. For a travelling wave $\partial_z$ and $\partial_t$ bring factors $k$ and $-\omega$, so the average is positive along $k$:

$$P=\tfrac12\mu_0\omega k\left[l^2\int(|m_x|^2+|m_y|^2)\,dy-\int\varphi^2dy\right],$$

where $|m_x|$ and $|m_y|$ are amplitudes. The dipolar flux runs against $k$ and the exchange flux along it.

The crossover can be estimated for $|k|d\gg1$. There $q\approx\pi/d$ and $N\approx\pi^2/(kd)^2$. When $\omega_Ml^2k^2$ and $\omega_MN$ are both small compared with $\omega_H$,

$$\omega^2\approx\omega_H^2+\omega_H\omega_M\left(2l^2k^2+\frac{\pi^2}{k^2d^2}\right).$$

Setting the derivative of the bracket to zero gives $k^4=\pi^2/(2l^2d^2)$. With $A=4$ pJ/m, $l=17.6$ nm and the estimate is 5.02 rad/µm. Dividing the film into layers, with free surface spins, and finding the lowest eigenfrequency numerically gives 4.67 rad/µm, a wavelength of 1.35 µm. At that point the two fluxes cancel.

The estimate is between 7 and 8 % above the numerical value, mainly because $q$ is slightly less than $\pi/d$. From $\tan\theta=k/q$, $\pi/2-\theta\approx q/k$, so $q\approx\pi/(d+2/k)$. Using this $q$ changes the condition to $k(k+2/d)^3=\pi^2/(2l^2d^2)$, whose solution is 4.73 rad/µm.

At shorter wavelengths the lowest mode is a forward wave. The antenna argument still selects outward group velocity; what changes is that the crests now move outward too.

## Beside a real delay line

These parameters are round values in the rough regime of yttrium iron garnet films at room temperature. A real garnet has magnetic anisotropy, which the model omits. Its effect depends on the crystal orientation, in sign as well as in size. As a simple example, take an easy axis along the bias, with an anisotropy field of 5 mT that adds to $\mu_0H_0$. It raises the frequency by 155 MHz at fixed wavelength; at fixed frequency it shortens the wavelength from 100 to 55 µm. Warming by 10 K, with $\mu_0M_s$ falling by roughly 0.4 mT/K, lowers the frequency by 30 MHz at fixed wavelength, or lengthens the wavelength to 118 µm at fixed frequency. Replacing $\omega_H$ by $\omega_H+\omega_Ml^2(k^2+q^2)$ gives an exchange shift of about 50 kHz for the 100 µm wave. With free surface spins this is an overestimate, because the exchange energy then contains $\int|\partial_y\mathbf m|^2dy$, which is much smaller than $q^2\int m^2dy$ for this nearly uniform profile. A precession angle of 1°, treated crudely as a reduced $M_s$, shifts the frequency by about −0.2 MHz. This gives only the sign and order of magnitude: the precession is elliptical, and for uniform precession with the same $N$ the nonlinear shift is about −0.1 MHz if 1° is the in-plane excursion and about −0.3 MHz if it is the out-of-plane one. For a relative permittivity of roughly 14, the squared ratio of electromagnetic to spin-wave wavenumber is $3\times10^{-5}$, so neglecting retardation is safe here.

The anisotropy and temperature shifts matter for tuning. At fixed frequency the added 5 mT also lengthens the delay from 247 to 276 ns, while the warming changes it by only about 1 %. None of the effects listed reverses the flux in this example. For a wide film magnetized along the path, in the long-wavelength backward range, the rule for the calculation is to put $k=-|k|$ to the right of the antenna and $k=+|k|$ to its left.
